# Transmission of a Nonsticking Precursor Through a Long Cylindrical Pore

## Problem

A precursor gas stands at the mouth of a straight cylindrical pore with diameter $d=2R$ and length $L=50d$. The pore is open at both ends, and precursor that leaves by the far end is removed. The gas is so thin that molecules meet the wall but not each other. No molecule sticks permanently. Show that, in the long-tube approximation, about 2.7 percent of the entering molecules leave by the far end.

Use these conventions. The axis is $z$, with the inlet at $z=0$ and the outlet at $z=L$. The inlet gas is isotropic and strikes any surface at the rate $\nu_0$ per unit area, so $\pi R^2\nu_0$ molecules enter per unit time. The transmission probability $W$ is the fraction of these that leave at $z=L$. The flow is steady. A molecule leaves the wall without memory of its arrival, by the cosine law: the probability of leaving into solid angle $d\Omega$ at angle $\theta$ from the wall normal is $\cos\theta\,d\Omega/\pi$.

## Hints

1. A molecule moves along the pore in random hops from wall to wall. Find the mean square of the axial hop. Angles measured from the pore axis make the integral elementary.
2. Replace the gas at the inlet by an endless upstream tube whose wall emits at the rate $\nu_0$, and the empty space by a downstream tube whose wall emits nothing.
3. The net flow is the same through every cross section of the pore. Integrate it over all $z$, including the two added tubes.
4. Show that what the added tubes contribute to this integral vanishes as the pore becomes long.

## Solution

### The axial hop

Let $\alpha$ be the angle between the flight and the pore axis, $0<\alpha<\pi$. Let $\beta$ be the angle between the cross-sectional part of the flight and the inward normal, $-\pi/2<\beta<\pi/2$. The component of the unit flight vector along the normal is $\cos\theta=\sin\alpha\cos\beta$, and $d\Omega=\sin\alpha\,d\alpha\,d\beta$. The cosine law becomes

$$\frac{\cos\theta\,d\Omega}{\pi}=\frac{1}{\pi}\sin^2\alpha\,\cos\beta\,d\alpha\,d\beta .$$

Its integral is $(1/\pi)(\pi/2)(2)=1$, as it must be.

Seen along the axis, the flight is a chord of a circle of radius $R$, at angle $\beta$ to the diameter. The chord has length $2R\cos\beta$. If the full flight has length $\ell$, then $\ell\sin\alpha=2R\cos\beta$, and the axial hop is

$$x=\ell\cos\alpha=2R\cos\beta\cot\alpha .$$

In the mean square, the factor $\sin^2\alpha$ cancels the denominator of $\cot^2\alpha$:

$$\langle x^2\rangle=\frac{4R^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\beta\,d\beta\int_0^\pi\cos^2\alpha\,d\alpha .$$

With $u=\sin\beta$ the first integral is $\int_{-1}^{1}(1-u^2)\,du=4/3$. The second is $\pi/2$. Hence

$$\langle x^2\rangle=\frac{4R^2}{\pi}\cdot\frac43\cdot\frac{\pi}{2}=\frac{8R^2}{3}. \tag{1}$$

Let $K(x)$ be the probability density of the hop. It is positive for every $x$, since hops of any length can occur. It is even, because replacing $\alpha$ by $\pi-\alpha$ reverses $x$ and leaves the weight unchanged.

### The extended tube

The cosine law with emission rate $\nu_0$ sends the same intensity, $\nu_0/\pi$ per unit solid angle and unit area normal to the ray, in every direction. Intensity is constant along a collisionless ray. Traced backwards, every ray through the inlet that is not parallel to the axis meets the wall of the added upstream tube. The inlet therefore receives the same isotropic gas as before. Molecules that fly back out of the pore are lost in both descriptions, because the upstream emission is held at $\nu_0$ whatever lands there.

Inside the pore, let $f(z)$ be the wall hit rate per area divided by $\nu_0$. Since nothing sticks, it is also the scaled emission rate. Set $f=1$ for $z<0$ and $f=0$ for $z>L$. A ring of width $dz'$ emits $2\pi R\nu_0f(z')\,dz'$ molecules per unit time, and a fraction $K(z-z')\,dz$ of them lands in the ring $dz$. Therefore

$$f(z)=\int_{-\infty}^{\infty}K(z-z')f(z')\,dz',\qquad 0<z<L. \tag{2}$$

Thus $f$ inside the pore is a weighted average of $f$ everywhere. Suppose its largest value inside exceeded 1. At that point the average would include a positive share from outside, where $f\le1$, and would be smaller than the largest value. This is a contradiction, so $0\le f\le1$.

The same argument shows that (2) has one solution. The difference of two solutions is zero outside the pore, so it can have neither a positive maximum nor a negative minimum inside. Now $1-f(L-z)$ also satisfies (2), with the same outside values. Hence

$$f(z)+f(L-z)=1. \tag{3}$$

### The net flow

Consider the cross section at $z$. Molecules cross it to the right from rings at $z'<z$ to rings at $z''>z$, and to the left in the reverse direction. The net flow divided by the entering flow is

$$j(z)=\frac{2\pi R\nu_0}{\pi R^2\nu_0}\int_{-\infty}^{z}\!dz'\int_z^{\infty}\!dz''\,K(z''-z')\,[f(z')-f(z'')]. \tag{4}$$

The prefactor is $2/R$. Between two cross sections of the pore the wall emits as many molecules as it receives, so $j$ is constant there. At the outlet nothing returns, so the constant is $W$. This count includes molecules that fly straight through.

Integrate (4) over all $z$. Put $z''=z'+x$ with $x>0$. The pair of rings contributes for every $z$ between $z'$ and $z'+x$, an interval of length $x$. Therefore

$$\int_{-\infty}^{\infty}j\,dz=\frac2R\int_0^\infty dx\,xK(x)\int_{-\infty}^{\infty}dz'\,[f(z')-f(z'+x)]. \tag{5}$$

The bracket is at most 1 in size and vanishes outside an interval of length $L+x$. Since $\langle x^2\rangle$ is finite, the order of integration may be changed.

To find the inner integral, take it from $-A$ to $B$, with both numbers large. The shifted copy cancels the original except at the ends:

$$\int_{-A}^{-A+x}f\,dz-\int_B^{B+x}f\,dz=x-0=x.$$

The details of $f$ inside the pore have dropped out. Because $K$ is even, $\int_0^\infty x^2K\,dx=\langle x^2\rangle/2$, and

$$\int_{-\infty}^{\infty}j\,dz=\frac2R\cdot\frac{\langle x^2\rangle}{2}=\frac{8R}{3}. \tag{6}$$

The pore itself contributes $LW$. Let $T$ be the contribution from $z<0$. By (3), the contribution from $z>L$ is the same. Thus

$$LW+2T=\frac{8R}{3}. \tag{7}$$

For $z<0$ the bracket in (4) is $1-f(z'')\ge0$, and it equals 1 for $z''>L$. So $T>0$, and at every length

$$W<\frac{8R}{3L}=\frac{4d}{3L}. \tag{8}$$

### The end terms vanish

Define

$$P(y)=\int_y^\infty K(x)\,dx,\qquad G(y)=\int_y^\infty P(x)\,dx .$$

$P(y)$ is the chance of a hop longer than $y$ in one chosen direction. At $z=0$, where $j=W$, integrating (4) over $z'$ gives

$$W=\frac2R\int_0^\infty P(y)\,[1-f(y)]\,dy. \tag{9}$$

For a cross section at $z<0$ the corresponding weight is $P(y-z)$. Integrating it over $z$ from $-\infty$ to 0 gives $G(y)$, so

$$T=\frac2R\int_0^\infty G(y)\,[1-f(y)]\,dy. \tag{10}$$

Choose a fixed length $Y$. For $y\le Y$ we have $G(y)\le G(0)$ and $P(y)\ge P(Y)$, hence $G(y)\le[G(0)/P(Y)]P(y)$. For $y>Y$ use $1-f\le1$. Equations (9) and (10) then give

$$T\le\frac{G(0)}{P(Y)}\,W+\frac2R\int_Y^\infty G(y)\,dy. \tag{11}$$

Exchanging the order of integration gives $\int_0^\infty G\,dy=\int_0^\infty (x^2/2)K\,dx=\langle x^2\rangle/4$, which is finite. The last term of (11) can therefore be made as small as desired by choosing $Y$ large. With $Y$ then fixed, let $L$ grow. By (8), $W\to0$, and the first term vanishes too. So $T\to0$, and (7) yields

$$\boxed{\,W\simeq\frac{8R}{3L}=\frac{4d}{3L}\qquad(L\gg d)\,} \tag{12}$$

For $L/d=50$,

$$W\simeq\frac{4}{3\times50}=0.0267,$$

which is the required 2.7 percent.

### Reading the result

Few molecules pass straight through. For a long pore the outlet, seen from the inlet, fills a solid angle of about $\pi R^2/L^2$ near the axis. By the cosine law the straight fraction is about $R^2/L^2=(1/100)^2=10^{-4}$. Most of the transmission comes from molecules that hit the wall.

The average number of wall hits follows from (3), which gives $\int_0^Lf\,dz=L/2$. Dividing the total hit rate by the entering flow gives

$$\frac{2\pi R\nu_0(L/2)}{\pi R^2\nu_0}=\frac LR=100 .$$

This average covers all entrants, most of which return to the inlet.

Equation (12) is a limit and an upper bound. Dividing the wall into narrow rings and solving (2) numerically gives $W=0.0253$ for $L/d=50$, or 2.5 percent. This is 5.2 percent below the long-tube value. Equation (7) accounts for the difference: in units of $R$, $LW=2.528$ and $2T=0.139$, with sum $2.667$. A separate simulation that follows 100,000 molecules in three dimensions gives $0.0249$ with a standard error of $0.0005$, in agreement with the ring solution.

The ratio of the finite-length transmission to (12) is 0.716 at $L/d=5$, 0.948 at 50 and 0.993 at 500. The formula is thus poor for a short pore. As $L\to0$ it even exceeds 1, whereas a hole of no length transmits everything.

### Numbers for an alumina pore

Take trimethylaluminium in a pore of anodic alumina with $d=100$ nm and $L=5000$ nm, at 473 K. Let the precursor pressure be 0.1 Torr and the total pressure, with carrier gas, 1 Torr. These are assumed round values.

In an isotropic gas of number density $n$ and mean speed $\bar v$, the hit rate is $n\bar v\int\cos\theta\,d\Omega/(4\pi)$ over a hemisphere, which is $n\bar v/4$. With $n=p/(k_BT_g)$ and the Maxwell mean speed $\bar v=\sqrt{8k_BT_g/(\pi m)}$, where $T_g$ is the gas temperature,

$$\nu_0=\frac{n\bar v}{4}=\frac{p}{\sqrt{2\pi mk_BT_g}} .$$

Taking the precursor as single molecules, not dimers, with a molar mass of 72.09 g/mol, this is $1.90\times10^{19}$ per cm² per second. The pore area is $\pi(10^{-5}\ \text{cm})^2/4=7.85\times10^{-11}$ cm², so $1.49\times10^9$ molecules enter per second. The long-tube formula transmits

$$1.49\times10^9\times0.0267\approx3.98\times10^7\ \text{per second},$$

and the finite-length value gives $3.78\times10^7$ per second.

Collisions in the gas are rare compared with wall hits. If all molecules are assigned a collision diameter of 0.6 nm and the same mass, the mean free path at 1 Torr is about $3.1\times10^4$ nm. A lighter carrier gas moves faster and shortens the path of a precursor molecule, to about $2.3\times10^4$ nm in nearly pure nitrogen, which is still far more than the pore diameter. The estimate below keeps the equal-mass value. The mean flight between wall hits is

$$\langle\ell\rangle=\frac{2R}{\pi}\int_0^\pi\sin\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta=\frac{2R}{\pi}\cdot2\cdot\frac\pi2=d,$$

so the chance of a gas collision per flight is about $100/(3.1\times10^4)$, or 0.3 percent. A transmitted molecule makes more than a thousand flights, so it still has a few gas collisions, but its wall hits far outnumber them. The effect on the flow is larger than 0.3 percent, because long flights carry much of $\langle x^2\rangle$ and are the first to be cut short. If every gas collision fully randomised the direction, the axial transport in an endless tube would fall by about 1 percent, so the third digit of the flows above is not secure.

A real deposition process breaks the assumption of no sticking. Trimethylaluminium reacts with a hydroxylated alumina wall, so the result can apply only once the wall has saturated, and then only if the remaining loss probability per hit is far below $(d/L)^2$. The first variation shows how little sticking is needed to matter. Growth also narrows the pore. A film 1 nm thick reduces the diameter from 100 to 98 nm. With the length and the outside gas fixed, $W\propto d$ falls by 2.0 percent in the long-tube formula. The flow, proportional to $d^2W\propto d^3$, falls by 5.9 percent. Bends, taper and roughness of real pores are not included, nor is any motion of adsorbed molecules along the wall.

## Variation 1: a wall that sticks a little

*Each wall hit now removes the molecule with a small probability $s$. How does the transmission of a long pore change?*

The wall now emits at the scaled rate $(1-s)f$, which for small $s$ is close to $f$, so (4) can still be used. If $f$ varies nearly linearly over a typical hop, then $f(z')-f(z'+x)\approx-xf'$ in (4). For each $x$ there is a range of length $x$ for $z'$. The flow becomes

$$j\approx\frac2R(-f')\int_0^\infty x^2K\,dx=-\frac{8R}{3}f' .$$

The wall between $z$ and $z+dz$ removes $2\pi R\,s\nu_0f\,dz$ molecules per unit time. Divided by the entering flow this is $(2s/R)f\,dz$, so $j'=-(2s/R)f$. Substituting $j$ gives

$$f''=\frac{3s}{4R^2}f\equiv k^2f,\qquad f=\frac{\sinh k(L-z)}{\sinh kL},$$

where $f(0)=1$ and $f(L)=0$ hold to leading order in a long pore. The outgoing flow is $-(8R/3)f'(L)=(8R/3)k/\sinh kL$. With $\varphi=kL$,

$$W_s\approx\frac{4d}{3L}\,\frac{\varphi}{\sinh\varphi},\qquad \varphi^2=3s\left(\frac Ld\right)^2 .$$

For $L/d=50$ and $s=10^{-5}$, $\varphi^2=0.075$ and the factor is 0.988. The ring solution with loss gives 0.987, relative to the same finite pore without loss. For $s=10^{-4}$ the two values are 0.885 and 0.876. The formula holds only for moderate $\varphi$, up to about 5 in this pore. Beyond that it falls exponentially, while straight flights and long hops keep $W_s$ above the straight fraction $R^2/L^2$. At $s=10^{-2}$, where $\varphi=8.7$, the formula gives $8.0\times10^{-5}$, less than the straight fraction alone, and the balance with loss gives $2.4\times10^{-4}$.

The sensitivity has a simple origin. For small $\varphi$, $\varphi/\sinh\varphi\approx1-\varphi^2/6=1-\tfrac12s(L/d)^2$. A molecule that would be transmitted after $N$ hits survives with probability $(1-s)^N\approx1-sN$. Comparison gives $\langle N\rangle\approx\tfrac12(L/d)^2=1250$ for transmitted molecules in the long-tube limit. The ring solution gives about 1360 for the finite pore. Both are far above the average of 100 for all entrants.

## Variation 2: a partly mirror-like wall

*A fraction $q$ of wall hits now reflects the molecule as a mirror would; the rest follow the cosine law. Nothing sticks. Find the long-tube transmission.*

A mirror reflection in a circular cylinder keeps the axial velocity and the angle $\beta$ of the chord. The next axial hop therefore equals the last one, in size and in sign. After one cosine-law emission the molecule makes $N$ equal hops, with probability $(1-q)q^{N-1}$, before the next such emission. Its total displacement is $Nx$. Differentiating $\sum_{N\ge1}Nq^N=q/(1-q)^2$ gives

$$\sum_{N\ge1}N^2q^{N-1}=\frac{1+q}{(1-q)^3},\qquad\text{so}\qquad\langle N^2\rangle=\frac{1+q}{(1-q)^2}.$$

The solution can be repeated with $Nx$ as the hop, provided the added tubes have the same partly mirror-like wall. A mirror reflection does not reverse the axial motion, so molecules that have left the pore do not re-enter it. The mean square hop gains the factor $\langle N^2\rangle$. Cosine-law emissions are a fraction $1-q$ of all hits, which multiplies the prefactor in (4) by $1-q$. Thus

$$W_q\simeq(1-q)\langle N^2\rangle\frac{4d}{3L}=\frac{1+q}{1-q}\,\frac{4d}{3L}.$$

For an assumed $q=0.05$ the factor is $1.05/0.95=1.105$. A rise of 10.5 percent changes the second digit of $W$, so even a small mirror-like fraction matters at that accuracy. For $q=0.2$ the formula gives 1.50. Simulated flights at $L/d=50$ give 1.46 relative to the finite-length value with $q=0$; that ratio contains both end effects and sampling scatter. As $q\to1$ at fixed $L$ the formula diverges and fails, because the combined hops become longer than the pore.

The program's results are collected in the numerical output below.

## Computed values

```
Mean square hop / R^2, by quadrature: 2.6667
Mean square hop / R^2, formula 8/3: 2.6667
L/d = 5: finite W / long-tube W = 0.716
L/d = 50: finite W / long-tube W = 0.948
L/d = 500: finite W / long-tube W = 0.993
Pore diameter: 100 nm
Pore length: 5000 nm
L/d: 50
Long-tube W: 0.02667 = 2.67 percent
Finite-length W: 0.0253 = 2.53 percent
Finite-length change: -5.2 percent
L W / R: 2.528
End terms 2T / R: 0.139
Sum of the two: 2.667
Ray-traced W: 0.0249, standard error 0.0005
Rays traced: 100000
Mean wall hits, all entrants, balance: 100.0
Mean wall hits, all entrants, rays: 97.6
Mean wall hits, transmitted, balance: 1360
Mean wall hits, transmitted, long tube: 1250
f in first ring: 0.989; in last ring: 0.011
Temperature: 473 K
Precursor pressure: 0.1 Torr
Total pressure: 1.0 Torr
Molar mass: 72.09 g/mol
Impingement rate: 1.902e+19 per cm2 per s
Entering one pore: 1.494e+09 per s
Transmitted, long-tube W: 3.984e+07 per s
Transmitted, finite-length W: 3.777e+07 per s
Assumed collision diameter: 0.6 nm
Mean free path: 3.06e+04 nm
Gas-collision effect d/lambda: 0.33 percent
Assumed residual sticking: 1e-05
W factor from sticking, balance: 0.9865
W factor, formula: 0.9876
Test sticking 1e-04: balance factor 0.876
Test sticking, formula: 0.885
Assumed specular fraction: 0.05
W factor from specular fraction: 1.105
Test specular fraction 0.2: rays 1.46
Test specular, formula: 1.50
Assumed added film: 1.0 nm
Long-tube W change from film: -2.0 percent
Pore flow change from film: -5.9 percent
```
